# Zero Forces and the Pseudo-Jahn–Teller Stability of a Symmetric Defect

**Q:** I relaxed a point defect in its symmetric geometry. Every force is zero to the last printed digit, so I take the geometry to be stable. Do you see anything wrong with that?

**A:** The forces show that the energy is stationary there. A minimum, a saddle and a maximum all have zero force, and what separates them is the curvature. For a nondegenerate electronic state in a symmetric geometry, the force along a symmetry-breaking direction is zero whatever the curvature is, so that zero carries no information about stability.

**Q:** Why must it vanish? I thought the relaxation had found it.

**A:** Take a nitrogen atom in a flat layer that is a mirror plane, and let $Q$ be its displacement out of the plane. The mirror turns $Q$ into $-Q$, so a nondegenerate level obeys $E(Q)=E(-Q)$. If $E$ is smooth at $Q=0$, its slope there equals minus itself and is zero. Your relaxation could adjust the in-plane positions, but symmetry had already settled the out-of-plane force.

**Q:** Fine, but what would make the curvature negative? Pushing an atom out of its plane stretches bonds, and that costs energy.

**A:** It does, but the displacement also lets electronic states mix. The smallest model with both effects has two many-electron states of the defect with the same spin, one even and one odd under the mirror, separated by the full gap $\Delta>0$ at $Q=0$:

$$H(Q)=\tfrac12KQ^2\begin{pmatrix}1&0\\0&1\end{pmatrix}+\begin{pmatrix}-\Delta/2&\lambda Q\\ \lambda Q&\Delta/2\end{pmatrix}.$$

The mirror fixes this form. Diagonal elements must be even in $Q$, so they have no linear term. The element between states of opposite parity must be odd, so it starts linearly. I keep the leading terms, give both states the same stiffness $K>0$, and treat the nucleus as classical for now. Note that $K$ is the stiffness without the mixing.

**Q:** Does this model give zero force at $Q=0$ even when the coupling $\lambda$ is large?

**A:** Yes. Let $c=(c_1,c_2)$ be the real, normalized lower eigenvector, so that $E=c^{T}Hc$. Then

$$\frac{dE}{dQ}=c^{T}\frac{dH}{dQ}c+2\frac{dc^{T}}{dQ}Hc .$$

Since $Hc=Ec$, the last term is $E\,d(c^{T}c)/dQ$, which is zero because $c^Tc=1$. What remains gives the force

$$F=-\frac{dE}{dQ}=-KQ-2\lambda c_1c_2 .$$

At $Q=0$ the matrix is diagonal and the lower state is $c=(1,0)$. Both terms vanish for every $\lambda$.

**Q:** Then how does $\lambda$ enter the stability?

**A:** Through the energy at small but nonzero $Q$. Call the second matrix in $H$ $M$. Its trace is zero, and multiplying it by itself gives

$$M^2=S^2\begin{pmatrix}1&0\\0&1\end{pmatrix},\qquad S(Q)=\sqrt{\frac{\Delta^2}{4}+\lambda^2Q^2}.$$

Each eigenvalue of $M$ therefore has magnitude $S$, and the zero trace makes them $+S$ and $-S$. The two surfaces are

$$E_\pm(Q)=\tfrac12KQ^2\pm S(Q).$$

Write $S=(\Delta/2)\sqrt{1+x}$ with $x=4\lambda^2Q^2/\Delta^2$, and use $\sqrt{1+x}=1+x/2-x^2/8+\dots$:

$$S=\frac{\Delta}{2}+\frac{\lambda^2Q^2}{\Delta}-\frac{\lambda^4Q^4}{\Delta^3}+\dots$$

The lower surface is then

$$E_-=-\frac{\Delta}{2}+\frac12\left(K-\frac{2\lambda^2}{\Delta}\right)Q^2+\frac{\lambda^4}{\Delta^3}Q^4+\dots$$

The curvature at the symmetric point is $K-2\lambda^2/\Delta$. It is negative when

$$\lambda^2>K\,\frac{\Delta}{2}.$$

The coupling squared has to exceed the stiffness times half the gap.

**Q:** I can follow the algebra, but I would like to see the mechanism.

**A:** A displacement $Q$ mixes some of the upper state into the lower one, with amplitude about $-\lambda Q/\Delta$. Second-order perturbation theory gives an energy gain $(\lambda Q)^2/\Delta$. The elastic cost is $KQ^2/2$. Both are quadratic in $Q$, so neither produces a force at $Q=0$, and their competition decides the sign of the curvature. The force formula agrees: inserting $c_1\approx1$ and $c_2\approx-\lambda Q/\Delta$ gives $F\approx-(K-2\lambda^2/\Delta)Q$.

The upper state is pushed the other way and has curvature $K+2\lambda^2/\Delta$. This softening of a nondegenerate state by mixing with another is the pseudo-Jahn–Teller effect.

**Q:** What happens if the two sides of the criterion are equal? And does the energy fall without limit once the point is unstable?

**A:** The slope answers both questions. Since $dS/dQ=\lambda^2Q/S$,

$$\frac{dE_-}{dQ}=Q\left(K-\frac{\lambda^2}{S}\right).$$

Define the dimensionless ratio $r=2\lambda^2/(K\Delta)$, so that the curvature at $Q=0$ is $K(1-r)$ and the threshold is $r=1$. For $Q\neq0$ and $\lambda\neq0$ we have $S>\Delta/2$, hence

$$K-\frac{\lambda^2}{S}>K-\frac{2\lambda^2}{\Delta}=K(1-r).$$

If $r\le1$, the bracket is positive for every $Q\ne0$, and the energy rises on both sides. The symmetric point is then the only minimum of this model, including at $r=1$, where the curvature is zero and the quartic term holds the atom.

If $r>1$, the bracket vanishes where $S=\lambda^2/K=r\Delta/2$. Squaring $S$ and solving for the displacement gives

$$Q_0^2=\frac{1}{\lambda^2}\left(\frac{r^2\Delta^2}{4}-\frac{\Delta^2}{4}\right)=\frac{\Delta}{2K}\left(r-\frac1r\right),$$

where I used $\lambda^2=rK\Delta/2$. The energy there is

$$E_-(Q_0)=\frac{\Delta}{4}\left(r-\frac1r\right)-\frac{r\Delta}{2}=-\frac{\Delta}{4}\left(r+\frac1r\right).$$

The symmetric point lies at $-\Delta/2$, so distortion lowers the energy by

$$B=-\frac{\Delta}{2}+\frac{\Delta}{4}\left(r+\frac1r\right)=\frac{\Delta(r-1)^2}{4r}.$$

This $B$ is also the barrier between the wells at $+Q_0$ and $-Q_0$.

**Q:** You should still check that those points are minima. You have just told me not to trust a vanishing slope.

**A:** Differentiating the slope once more gives

$$\frac{d^2E_-}{dQ^2}=K-\frac{\lambda^2}{S}+\frac{\lambda^4Q^2}{S^3}.$$

At $Q_0$ the first two terms cancel. In the third, $\lambda^2Q_0^2=S^2-\Delta^2/4$ and $\lambda^2/S=K$, so

$$\frac{d^2E_-}{dQ^2}\bigg|_{Q_0}=K\left(1-\frac{\Delta^2}{4S^2}\right)=K\left(1-\frac1{r^2}\right)>0.$$

They are minima along $Q$. The vertical gap there is $2S=r\Delta$, wider than at the symmetric point.

**Q:** What if the gap at $Q=0$ becomes very small?

**A:** The critical coupling goes to zero with it. At $\Delta=0$ the lower surface is $KQ^2/2-|\lambda Q|$, which has a kink at $Q=0$. The level is degenerate there, and the argument from a smooth, even energy no longer applies. In the opposite limit, a large gap at fixed $K$ and $\lambda$, the mixing gain is small and the symmetric point is stable.

**Q:** Let me see numbers. How badly could my relaxation have misled me?

**A:** Take $\Delta=1$ eV, $K=400$ eV/nm² and $\lambda=20$ eV/nm. Then $K\Delta/2=200$ eV²/nm² while $\lambda^2=400$ eV²/nm², so $r=2$. The critical coupling is $\sqrt{200}=14.1$ eV/nm. The curvature at the symmetric point is $400(1-2)=-400$ eV/nm², although the force there is zero. The distorted minimum follows from

$$Q_0=\sqrt{\frac{1}{2\times400}\left(2-\frac12\right)}\ \text{nm}=0.0433\ \text{nm},\qquad B=\frac{1\times(2-1)^2}{4\times2}\ \text{eV}=0.125\ \text{eV}.$$

Its curvature is $400(1-1/4)=300$ eV/nm², and its vertical gap is 2 eV.

For contrast, keep $K$ and $\Delta$ fixed and reduce the coupling to 12 eV/nm. Then $\lambda^2=144$ eV²/nm², $r=0.72$, and the curvature is $+112$ eV/nm². The force at $Q=0$ is zero in this case too, but now the point is stable.

**Q:** Suppose my starting structure was slightly off the plane. Surely the atom would have rolled away?

**A:** That depends on how far off it was. Near $Q=0$ the outward force in the unstable case is $400\,Q$, with $Q$ in nm and the force in eV/nm. A relaxation that stops below 0.1 eV/nm accepts any start within

$$|Q|<\frac{0.1}{400}\ \text{nm}=2.5\times10^{-4}\ \text{nm}.$$

I followed the force from three starting points, moving the atom by $F/K$ at each step:

- From 0, it stopped at once.
- From 0.0001 nm, it also stopped at once, since the force was only about 0.04 eV/nm.
- From 0.001 nm, it reached 0.0431 nm in 9 steps.

The last value falls slightly short of 0.0433 nm because the same force criterion ended the run. With a curvature of 300 eV/nm², a residual force of 0.1 eV/nm allows an offset of about $3\times10^{-4}$ nm.

**Q:** So I should tighten the force criterion?

**A:** That narrows the deceptive window, but it does nothing for a start at exactly $Q=0$. Displace the atoms along symmetry-breaking directions by more than the window, switch off any imposed symmetry, and relax again. Alternatively, compute the Hessian, the matrix of second derivatives, with symmetry-breaking displacements included. A Hessian restricted to symmetric displacements cannot show this instability.

The half-width of the window is $F_{\rm tol}/|K(1-r)|$ in the linear estimate, so it grows as $r$ approaches 1. A weakly unstable point is therefore easier to miss. The estimate holds only while the window is much smaller than $Q_0$. Very close to threshold, the outward force can stay below the tolerance all the way to the well: with the same $K$ and $\Delta$ but $r=1.05$, it never exceeds 0.083 eV/nm. A relaxation from a small displacement then stops where it started, so the final geometry does not reveal the instability unless the force criterion is tightened too. The energy does lie below that of $Q=0$, but by at most $B=0.6$ meV, so the Hessian is the safer choice.

**Q:** If I compute that Hessian from first principles, do I compare its curvature with $2\lambda^2/\Delta$?

**A:** No. If the electrons respond to the displacement, the calculated curvature already contains the mixing and corresponds to $K(1-r)$. Its sign is the answer. Subtracting $2\lambda^2/\Delta$ again would count the softening twice.

**Q:** My code gives me orbitals, not many-electron states. Can I put the orbital gap into the criterion?

**A:** You can for independent electrons, provided you count them. Let $\Delta$ and $\lambda$ now refer to two orbitals with energies $\mp S$, holding $n_1$ electrons in the lower and $n_2$ in the upper. The total energy is

$$E=\tfrac12KQ^2-(n_1-n_2)S,$$

and the expansion of $S$ gives the curvature

$$K-(n_1-n_2)\frac{2\lambda^2}{\Delta}.$$

With the same numbers, and $K$ held fixed for all occupations, the results are:

- $(n_1,n_2)=(1,0)$: $-400$ eV/nm²
- $(2,0)$: $-1200$ eV/nm²
- $(1,1)$: $+400$ eV/nm²
- $(2,1)$: $-400$ eV/nm²

Two electrons in the lower orbital double the gain and halve the critical $\lambda^2$, to $K\Delta/4$. With one electron in each orbital, the gain of one cancels the loss of the other. A change of charge state or an excitation can therefore change the stability. In a real defect it also changes $K$, $\Delta$ and $\lambda$, so each state needs its own calculation.

**Q:** Does the factor of two contradict your first criterion?

**A:** No, because the many-electron coupling is different. The filled pair couples to the normalized singlet with one electron promoted. Either electron can be promoted, so the matrix element is $(\lambda Q+\lambda Q)/\sqrt2=\sqrt2\,\lambda Q$. Putting $\sqrt2\,\lambda$ into the softening $2\lambda^2/\Delta$ gives $4\lambda^2/\Delta$, in agreement with the orbital count. The agreement covers the curvature at $Q=0$ only. At larger $Q$ the state with both electrons promoted also mixes in: with our numbers the orbital energy gives a gain of 1.125 eV, while the two-state formula with $\sqrt2\,\lambda$ gives 0.56 eV.

**Q:** A defect has many modes. Can I test them one at a time?

**A:** Not if several of them couple the same two states. Let $\mathbf x$ be the displacements, $\mathbf K$ their positive-definite stiffness matrix and $\boldsymbol\lambda$ the vector of couplings. Replacing $\lambda Q$ by $\boldsymbol\lambda\cdot\mathbf x$ and expanding as before gives the Hessian

$$\mathbf K-\frac2\Delta\boldsymbol\lambda\boldsymbol\lambda^{T}.$$

Change variables to $\mathbf y=\mathbf K^{1/2}\mathbf x$. The Hessian becomes $\mathbf 1-\mathbf u\mathbf u^T$ with $\mathbf u=\sqrt{2/\Delta}\,\mathbf K^{-1/2}\boldsymbol\lambda$. Along directions perpendicular to $\mathbf u$ its eigenvalue is 1, and along $\mathbf u$ it is $1-|\mathbf u|^2$. An invertible change of variables does not alter whether a negative direction exists, so the point is unstable when

$$\frac2\Delta\,\boldsymbol\lambda^T\mathbf K^{-1}\boldsymbol\lambda>1.$$

For a diagonal $\mathbf K$ the left side is the sum of the separate ratios $r_i$.

Take two modes with stiffnesses 400 and 600 eV/nm², couplings 11 and 13 eV/nm, and $\Delta=1$ eV. Their ratios are $2\times121/400=0.605$ and $2\times169/600=0.563$. Each mode alone is stable, but the sum is 1.168. The lowest eigenvalue of the two-mode Hessian is $-80.7$ eV/nm², and its direction combines both displacements.

**Q:** How close is your single-mode example to a real material?

**A:** It is patterned on the out-of-plane motion of a nitrogen antisite beside a nitrogen vacancy in hexagonal boron nitride, a wide-gap dielectric. The parameters are round model values, not a first-principles result for that defect. The model moves one nitrogen atom and holds its neighbours rigid. It also needs the layer to be a mirror plane, which a substrate on one side or a perpendicular field breaks.

A field of 1 MV/cm, or 0.1 V/nm, acting on an assumed effective charge of one $e$ makes the wells unequal by $2\times0.1\times0.0433$ eV, or 8.7 meV. That is 7% of the barrier. The plane then no longer has zero force, and the true effective charge would have to be calculated.

**Q:** What about the terms you dropped from the energy?

**A:** I sized two of them, with assumed strengths. Add a quartic term equal to 10% of the harmonic energy at $Q_0$, and the energy gain falls from 0.125 to about 0.100 eV, a reduction of 20%. Making the upper state 20% stiffer instead gives 0.109 eV.

Neither change alters the curvature at $Q=0$. The quartic term has no second derivative there. The extra upper-state stiffness changes the denominator of $(\lambda Q)^2/\Delta$ by an amount of order $Q^2$, which affects the energy only at order $Q^4$. If the two stiffnesses differ, the $K$ in the criterion is that of the lower state.

**Q:** Nuclei are not classical, and devices run warm. Does the atom really sit in one of the wells?

**A:** For a moving mass of 14 u, the vibrational quantum in a well is 29.9 meV, and the zero-point energy is 14.9 meV above the minimum. That is well below the 125 meV barrier, so the wells are meaningful here. Close to threshold they cease to be: $B$ shrinks as $(r-1)^2$, while the well frequency shrinks only as $\sqrt{r-1}$, so the zero-point energy eventually exceeds the barrier.

With equal wells, the tunnel splitting is $3.2\times10^{-8}$ eV, which means a transfer time of about $6\times10^{-8}$ s. The 8.7 meV bias from the field is far larger than this splitting and would localize the lowest state in one well.

At room temperature and above, thermal hopping is faster; in this model the transfer rate of the lowest doublet between equal wells overtakes the classical rate below about 110 K, and tunnelling from excited vibrational levels moves the crossover to a higher temperature. Classical transition-state theory gives about $6\times10^{10}$ hops per second at 300 K and $3\times10^{11}$ at 450 K. These are rough rates: at 450 K the barrier is only $125/38.8\approx3.2$ times the thermal energy, and the theory neglects tunnelling and recrossing.

**Q:** Then a slow measurement might show a symmetric defect after all.

**A:** It could, if the wells are nearly equal and the measurement averages over many hops. A symmetric average does not make the symmetric point a minimum.

Within the model, using the lower surface alone is justified for these numbers. The Boltzmann factor of the upper state, taken with the 1 eV gap, is about $6\times10^{-12}$ at 450 K. Nuclear motion coupled to both surfaces shifts the ground level by only 0.04 meV relative to motion on the lower surface alone. The numerical output lists the values behind these estimates.

**Q:** So what may I claim about my own relaxed defect?

**A:** That it is a stationary point at your level of theory. A negative curvature along any internal displacement rules out a minimum, and a zero curvature leaves the decision to higher-order terms. If the curvature is positive for every internal displacement, including those that break the symmetry, the point is a local minimum. Even then, a lower minimum may exist elsewhere: the proof that the symmetric minimum is the only one for $r\le1$ belongs to this model, and a real defect can have other distortions that it does not contain.

## Calculated quantities

```
gap at symmetric point: 1.00 eV
bare stiffness: 400 eV/nm^2
coupling, strong case: 20.0 eV/nm
coupling, weak case: 12.0 eV/nm
moving mass: 14 u
critical coupling: 14.142 eV/nm
stiffness times half gap: 200 eV^2/nm^2
coupling squared, strong: 400 eV^2/nm^2
coupling squared, weak: 144 eV^2/nm^2
ratio, strong and weak: 2.00, 0.72 (no unit)
force at Q=0, strong: 0.0e+00 eV/nm
lower curvature, strong: -400.0 eV/nm^2
upper curvature, strong: 1200.0 eV/nm^2
lower curvature, weak: 112.0 eV/nm^2
displacement of minimum: 0.0433 nm
energy gain (barrier): 0.1250 eV
curvature at minimum: 300.0 eV/nm^2
vertical gap at minimum: 2.000 eV
force criterion: 0.10 eV/nm
deceptive window half-width: 2.50e-04 nm
relaxation from 0.0000 nm: 0.0000 nm, 0 steps
relaxation from 0.0001 nm: 0.0001 nm, 0 steps
relaxation from 0.0010 nm: 0.0431 nm, 9 steps
curvature, occupations (1, 0): -400.0 eV/nm^2
curvature, occupations (2, 0): -1200.0 eV/nm^2
curvature, occupations (1, 1): 400.0 eV/nm^2
curvature, occupations (2, 1): -400.0 eV/nm^2
two modes, stiffnesses: [400. 600.] eV/nm^2
two modes, couplings: [11. 13.] eV/nm
two modes, ratios: 0.605, 0.563 (no unit)
two modes, sum of ratios: 1.168 (no unit)
two modes, lowest curvature: -80.7 eV/nm^2
gain with 10% quartic term: 0.0995 eV
gain with 20% stiffer upper state: 0.1087 eV
well difference at 1 MV/cm: 8.66 meV
bare vibrational quantum: 34.6 meV
vibrational quantum in well: 29.9 meV
zero-point energy above minimum: 14.9 meV
tunnel splitting: 3.21e-08 eV
tunnel flip time, equal wells: 6.4e-08 s
nonadiabatic energy shift: 0.044 meV
thermal energy at 300 K: 25.9 meV
hopping rate at 300 K: 5.6e+10 1/s
harmonic estimate at 300 K: 5.7e+10 1/s
thermal energy at 450 K: 38.8 meV
hopping rate at 450 K: 2.8e+11 1/s
harmonic estimate at 450 K: 2.9e+11 1/s
upper-state Boltzmann factor, 450 K: 6.3e-12 (no unit)
```
